# Shear-lag stress and lost clamping in a patterned ferroelectric strip

A continuous ferroelectric film is clamped by its substrate: its in-plane stress and its piezoelectric response are those of a layer that cannot change its lateral size. If these values are carried over to a patterned strip, they are wrong near the cut edges, where nothing pulls on the side face. For the strip treated below, 1000 nm wide and 100 nm thick, the shear-lag model gives a mean stress 29% below the continuous-film value. Quantities inferred from the stress inherit an error, whose size depends on how strongly they vary with the stress. What is needed is the stress as a function of position, and a length that says how far the edge is felt.

## 1. The clamped film, and what one cut releases

Let $x$ run across the strip, $y$ along it and $z$ upward. The film has thickness $h$, Young modulus $Y$ and Poisson ratio $\nu$, and is taken as linear and isotropic. Tension is positive. The top is free, so for a slowly varying stress $\sigma_z\approx0$ and Hooke's law reads

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{Y},\qquad \varepsilon_y=\frac{\sigma_y-\nu\sigma_x}{Y}.$$

Adding $\nu$ times the second equation to the first removes $\sigma_y$:

$$\sigma_x=M(\varepsilon_x+\nu\varepsilon_y),\qquad M=\frac{Y}{1-\nu^2}.$$

Let $\varepsilon_m$ be the strain, measured from the film's stress-free state, that a coherent substrate imposes equally along $x$ and $y$. The clamped stress is

$$\sigma_0=M(1+\nu)\varepsilon_m=\frac{Y\varepsilon_m}{1-\nu}.$$

Now cut the film into a strip that is very long in $y$. Points may move along $x$ by $u(x)$, measured from the clamped state, but the length along $y$ is still fixed. Then $\varepsilon_x=\varepsilon_m+u'$ and $\varepsilon_y=\varepsilon_m$, so

$$\sigma(x)=\sigma_0+M\,u'(x). \tag{1}$$

Here $\sigma$ and $u$ are averages through the thickness.

**Limit: no resistance along $x$.** If the strip slid freely, $\sigma=0$ would give $u'=-\sigma_0/M=-(1+\nu)\varepsilon_m$. The strip gives back more than the misfit strain, because the strain still imposed along $y$ acts on $x$ through Poisson's ratio. A cut strip therefore loses its clamping along $x$ and keeps it along $y$.

## 2. One edge, with a soft interlayer

The simplest case with resistance is a wide film with one edge, bonded to a rigid substrate through a continuous interlayer of thickness $t$ and shear modulus $G_i$. Let $s$ be the distance inward from the edge and $u$ the inward displacement. If the interlayer is much softer in shear than the film, it takes up all the shear, and the traction that opposes $u$ is

$$\tau=k\,u,\qquad k=G_i/t .$$

A slice between $s$ and $s+ds$, per unit length in $y$, feels $h\sigma(s+ds)$ on its inner face, $-h\sigma(s)$ on its outer face and $-\tau\,ds$ from below. The sum is zero:

$$h\,\sigma'=\tau=k\,u. \tag{2}$$

Inserting (1), with $\sigma_0$ constant, gives

$$Mh\,u''=k\,u\quad\Longrightarrow\quad u''=\frac{u}{\lambda^2},\qquad \lambda=\sqrt{\frac{Mh}{k}}. \tag{3}$$

The solution that stays finite far inside is $u=Ae^{-s/\lambda}$. The free edge requires $\sigma(0)=\sigma_0-MA/\lambda=0$, so $A=\sigma_0\lambda/M$ and

$$\sigma(s)=\sigma_0\left(1-e^{-s/\lambda}\right).$$

A film in tension has $A>0$: its edge draws inward, as it should.

**Limit: total force.** Deep inside, the film carries the force $h\sigma_0$, and the interface must supply all of it. Indeed $\int_0^\infty kAe^{-s/\lambda}ds=kA\lambda=k\sigma_0\lambda^2/M=h\sigma_0$.

## 3. The film's own shear

An oxide electrode is about as stiff as the film, so shear inside the film cannot be dropped. Put $z=0$ at the film's base. If $\sigma'$ is uniform through the thickness, local equilibrium, $\partial_x\sigma_x+\partial_z\tau_{xz}=0$, makes $\tau_{xz}$ linear in $z$. It equals $\tau$ at the base and zero at the free top:

$$\tau_{xz}(z)=\tau\left(1-\frac zh\right).$$

Neglect the slope $\partial_x w$ of the vertical displacement $w$. This is an approximation: Poisson's ratio alone gives a slope of order $\nu\tau/(2G)$, which is a fraction of the shear strain kept here but not of higher order in $h/\lambda$. Then $G\,\partial_z u=\tau_{xz}$, with $G=Y/[2(1+\nu)]$, and integration from the base value $u_b$ gives

$$u(z)=u_b+\frac{\tau}{G}\left(z-\frac{z^2}{2h}\right).$$

The average of $z$ over the film is $h/2$ and that of $z^2/(2h)$ is $h/6$. The mean displacement is therefore $u_b+\tau h/(3G)$. The interlayer gives $u_b=\tau t/G_i$, so the two compliances add:

$$\frac1k=\frac{h}{3G}+\frac{t}{G_i}. \tag{4}$$

Equations (1) to (3) keep their form, with this $k$ and with $u$ as the mean displacement.

The example uses round model values: $h=100$ nm, $Y=100$ GPa, $\nu=0.3$, $t=50$ nm, $G_i=50$ GPa and $\varepsilon_m=-0.5\%$. Then $G=38.46$ GPa, $M=109.9$ GPa, and

$$\frac1k=0.867+1.000=1.867\ \text{nm/GPa},$$

$$\lambda=\sqrt{109.9\times100\times1.867}\ \text{nm}=143\ \text{nm}.$$

A numerical column of the two layers, loaded by a uniform horizontal force in the film alone, gives the same 1.867 nm/GPa.

**Limit: no interlayer.** With $t=0$, $\lambda=h\sqrt{M/(3G)}$. Since $M/G=2(1+\nu)/(1-\nu^2)=2/(1-\nu)$,

$$\lambda=h\sqrt{\frac{2}{3(1-\nu)}},$$

which is 97.6 nm here. The decay length is then about the film thickness, so the assumption of slow variation over $h$ is not met, and the value is an estimate. The derivation is well founded when $\lambda\gg h,t$.

## 4. Two edges: the hyperbolic cosine

Let the strip occupy $-a<x<a$, with $u$ now positive along $+x$. The slice balance is again (2), so $u''=u/\lambda^2$ and

$$u=B\sinh(x/\lambda)+C\cosh(x/\lambda).$$

The two halves are mirror images, so $u$ is odd and $C=0$. The free edges require

$$\sigma_0+\frac{MB}{\lambda}\cosh\frac a\lambda=0\quad\Longrightarrow\quad B=-\frac{\sigma_0\lambda}{M\cosh(a/\lambda)}.$$

Differentiating $u$ and inserting it in (1) gives the profile:

$$\boxed{\;\sigma(x)=\sigma_0\left[1-\frac{\cosh(x/\lambda)}{\cosh(a/\lambda)}\right]\;} \tag{5}$$

The interface traction is largest at the edges, where its magnitude is

$$|\tau(\pm a)|=k|u(a)|=\frac{k\lambda|\sigma_0|}{M}\tanh\frac a\lambda=\frac{h|\sigma_0|}{\lambda}\tanh\frac a\lambda,$$

because $k\lambda/M=h/\lambda$.

**Limit: wide strip.** For $a\gg\lambda$ and $x$ near $a$, the ratio of cosines tends to $e^{-(a-x)/\lambda}$, which is the single-edge result.

**Limit: narrow strip.** For $a\ll\lambda$, with $a$ still much larger than $h$ and $t$, expand both cosines to second order:

$$\sigma(x)\approx\sigma_0\,\frac{a^2-x^2}{2\lambda^2}.$$

The stress is a small parabola with its maximum, $\sigma_0a^2/(2\lambda^2)$, at the centre. Such a strip is almost unclamped along $x$ over its whole width.

For the example, $a=500$ nm and $a/\lambda=3.49$. The clamped stress is $\sigma_0=100\times(-0.005)/0.7=-0.714$ GPa. At the centre $\cosh(3.49)=16.4$, so $\sigma(0)=-0.714\,(1-1/16.4)=-0.671$ GPa.

A chain of 4001 points, joined by springs and tied to the ground by others, reproduces the profile to $4\times10^{-7}$ of $\sigma_0$. This tests the solution of the equations. It does not test the physical model, which the chain shares.

## 5. The length over which clamping is lost

The stress has no sharp boundary between relaxed and clamped parts, so an edge length needs a criterion. Two are useful.

**Equivalent lost width.** Replace the profile by a fully clamped core with a stress-free margin at each edge, carrying the same total stress. The width of one margin is

$$\ell=\int_0^a\left(1-\frac{\sigma}{\sigma_0}\right)dx=\frac{1}{\cosh(a/\lambda)}\int_0^a\cosh\frac x\lambda\,dx=\lambda\tanh\frac a\lambda. \tag{6}$$

In a wide strip $\ell\to\lambda$. In a narrow one $\ell\to a$, so the two margins fill the strip. The mean stress is $\sigma_0(1-\ell/a)$. In the example $\ell=143$ nm, and the mean is $1-143/500=0.714$ of the clamped value.

**Recovery distance.** Ask where only a fraction $f$ of the clamped stress is missing. By (5), $\cosh(x_f/\lambda)=f\cosh(a/\lambda)$, so the distance from the edge is

$$d_f=a-\lambda\,\text{arccosh}\left[f\cosh\frac a\lambda\right]. \tag{7}$$

For a wide strip $\text{arccosh}\,q\approx\ln 2q$ and $\cosh(a/\lambda)\approx e^{a/\lambda}/2$, which gives $d_f\to\lambda\ln(1/f)$. Recovery to 90% ($f=0.1$) thus takes $2.3\lambda$, or 330 nm. In the 1000 nm strip the far edge also lowers the stress, and

$$d_{0.1}=143.2\,[3.491-\text{arccosh}(1.643)]\ \text{nm}=345\ \text{nm}.$$

A real solution requires $f\cosh(a/\lambda)\ge1$, hence

$$2a\ge2\lambda\,\text{arccosh}(1/f).$$

For $f=0.1$ the least width is $2\times143.2\times2.993=857$ nm. Within the model, a narrower strip of this stack reaches 90% of the clamped stress nowhere.

## 6. Against two-dimensional elasticity

The profile treats the stress as uniform through the thickness. At the edge this cannot hold in detail: the side face is free, so $\tau_{xz}$ must vanish there, while the model puts its largest shear there. To see what this costs, the film and interlayer were solved as a plane-strain elastic body on a rigid base, with an interlayer Poisson ratio of 0.3. The thickness-averaged ratio $\sigma/\sigma_0$ is:

| Distance from edge | Formula | Elastic, rigid base |
|---|---|---|
| 50 nm | 0.294 | 0.321 |
| 100 nm | 0.501 | 0.501 |
| 200 nm | 0.749 | 0.734 |
| 300 nm | 0.869 | 0.855 |
| 500 nm (centre) | 0.939 | 0.926 |

The elastic lost width is 145 nm, 1.7% above the formula; refining the mesh by a factor of two moved it by 0.3%. A mesh graded more finely towards the film's lower corner moves it by a further 0.2%, to 145.7 nm (1.9% above the formula), and the elastic entries of the table by about 0.001. This agreement is better than the premises warrant, since $\lambda$ is only $1.4h$. The table shows why it should not be read as general accuracy: the formula is too low near the edge and too high further in, and these differences partly cancel in the integral.

**Limit: soft interlayer.** The model should become accurate as $\lambda/h$ and $\lambda/t$ grow. With $a/\lambda$ held fixed and $G_i$ lowered to 5, 0.5 and 0.05 GPa, $\lambda$ rises to 346, 1053 and 3316 nm. On a converged mesh the elastic lost width then differs from (6) by $-3.9\%$, $-2.5\%$ and $-1.0\%$ (the coarser mesh of the numerical output gives $-4.3\%$, $-2.6\%$ and $-1.0\%$). The first of these is larger in size than the roughly 2% of the example, so the approach is not monotonic from the start, but the error does shrink once $\lambda$ is several times $h$.

## 7. A substrate that yields

The exponential rests on a local spring: the traction at $x$ depends on $u$ at $x$ alone. An elastic substrate is not local, because a force at one point of its surface strains the surface elsewhere.

Take a line force $F$ per unit length along a free surface, and polar coordinates $(r,\theta)$ about it, with $\theta=0$ in the direction of the force. Try the purely radial stress $\sigma_{rr}=-C\cos\theta/r$. It satisfies equilibrium, since $\partial_r\sigma_{rr}+\sigma_{rr}/r=0$, and leaves the surface free of traction. It is compatible, since $\cos\theta/r$ is harmonic. Balance on a half circle around the force gives

$$F=C\int_0^\pi\cos^2\theta\,d\theta=\frac{\pi C}{2}\quad\Longrightarrow\quad C=\frac{2F}{\pi}.$$

On the surface ahead of the force the stress along $x$ is therefore $-2F/(\pi r)$, and the strain is $-2F/(\pi M_sr)$, where $M_s$ is the plane-strain modulus of the substrate.

Seen from far away, a film in tension pulls the substrate inward at each edge with the force $F=h\sigma_0$. The centre lies ahead of both forces at distance $a$, so its strain changes by $-4h\sigma_0/(\pi M_sa)$. The film follows the surface, and by (1) its stress falls by $M$ times this strain:

$$1-\frac{\sigma(0)}{\sigma_0}\approx\frac{4hM}{\pi aM_s}\qquad(a\gg\lambda,\ a\gg hM/M_s). \tag{8}$$

The second condition keeps the deficit small, so that each edge force is close to its full value $h\sigma_0$; on a very compliant substrate, such as a polymer, it can fail even when $a\gg\lambda$. For a compressed film both signs reverse and the ratio is unchanged. The deficit falls as $1/a$, where (5) has it falling exponentially.

**Limit: wide strip.** For a width of 4000 nm and $M_s=274.7$ GPa (Young modulus 250 GPa, Poisson ratio 0.3), (8) gives 0.0255. The two-dimensional calculation with an elastic substrate gives 0.029, and (5) gives $2\times10^{-6}$. The tail of the profile in a wide strip thus belongs to the substrate, not to $\lambda$.

In the 1000 nm strip the same substrate lowers the central ratio from 0.926 to 0.802 and raises the lost width from 145 to 190 nm. The latter is about a third above the shear-lag value. A finer mesh shifts the two elastic-substrate values to about 0.804 and 191 nm. The 90% criterion, which the formula says is met at widths above 857 nm, is not met at 1000 nm. Nor does a small central deficit (8) make (7) safe, because in a wide strip the substrate's effect is larger a few $\lambda$ from the edge than at the centre. By the same line-force argument, one edge lowers the stress ratio at a distance $d\gg\lambda$ by about $2hM/(\pi M_sd)$. At a few $\lambda$ this term gives only the order of magnitude. At $d=330$ nm it is 0.08, comparable with $f=0.1$, so for this substrate (7) gives too short a recovery distance even in a wide strip: in plane-strain elasticity the 4000 nm strip reaches 90% only about 530 nm from the edge, against 330 nm from (7). Even on a rigid base the elastic distance is about 350 nm. Formula (7) is a safe guide only where this term, taken at $d=d_f$, is small compared with $f$.

## 8. The piezoelectric response

Let the film be poled along $z$ and apply a field $E$ along $z$, uniform across the strip. The top electrode is taken as too thin to matter mechanically. In a linear film the misfit stress only sets the starting point, so consider the changes caused by $E$. A free film would strain by $d_{31}E$ in the plane; clamping forbids it, which is a misfit $\varepsilon_m=-d_{31}E$. The profile is again (5), now with

$$\sigma_0=-\frac{Yd_{31}E}{1-\nu}.$$

Because $y$ stays clamped, $0=(\sigma_y-\nu\sigma)/Y+d_{31}E$, so $\sigma_y=\nu\sigma-Yd_{31}E$. The vertical strain is

$$\varepsilon_z=d_{33}E-\frac{\nu}{Y}(\sigma+\sigma_y)=(d_{33}+\nu d_{31})E-\frac{\nu(1+\nu)}{Y}\sigma .$$

Dividing by $E$ and writing $\sigma=\sigma_0(\sigma/\sigma_0)$ gives the local response:

$$d_{33}^{\rm eff}(x)=d_{33}+\nu d_{31}+\frac{\nu(1+\nu)}{1-\nu}\,d_{31}\,\frac{\sigma(x)}{\sigma_0}. \tag{9}$$

**Limits.** For $\sigma=\sigma_0$ the terms in $d_{31}$ add up to $2\nu d_{31}/(1-\nu)$, the response of a film clamped along both axes. For $\sigma=0$ the response is $d_{33}+\nu d_{31}$, which is still not the free value. With $d_{33}=100$ and $d_{31}=-40$ pm/V these are 65.7 and 88.0 pm/V.

Locally, (9) neglects $\sigma_z$, which is doubtful near an edge. Its average over the strip is safer. The part of the film above any horizontal plane has free top and side faces, so the net vertical force through the plane is zero, and $\sigma_z$ averages to zero. The mean response is

$$88.0-22.3\times0.714=72.1\ \text{pm/V},$$

and two-dimensional elasticity on a rigid base gives 72.2 pm/V. Using the lost width of 190 nm for the elastic substrate, the mean stress ratio is $1-190/500=0.62$ and the response is about 74 pm/V. These values are changes of the film's own thickness. On an elastic substrate the top surface moves by a different amount, because the edge forces also depress the substrate beneath the strip: measured from the distant substrate, the mean surface displacement in plane-strain elasticity is only about 64 pm/V here. A one-sided displacement measurement should therefore not be compared directly with (9). Narrowing a long strip cannot raise the mean above 88 pm/V in this model; the rest requires cutting along $y$ as well.

## 9. Beside a real film

The parameters lie in the rough range of a perovskite ferroelectric oxide on a continuous oxide electrode; no particular compound is meant. A modulus near 100 GPa and a thickness near 100 nm are ordinary. A coherent misfit of 0.5% at that thickness is high, since many such films relax partly by dislocations. That would lower $\sigma_0$ but leave $\lambda$ unchanged. The shear-lag edge traction, $0.714\times100/143=0.50$ GPa, corresponds to an interlayer shear of 1.0%. The elastic traction is more concentrated: it rises steeply towards the film's lower corner, where linear elasticity makes it singular, and its mean over the last 10 nm is about 0.8 GPa. A weak interface might slip there, which would widen the relaxed margin. A thermal mismatch of $5\times10^{-6}$ per K over 100 K adds or removes 0.05% strain, 10% of the misfit, and again changes $\sigma_0$ and not $\lambda$ if the moduli stay fixed. Of the effects sized here, the rigid substrate is the assumption whose failure moves the edge length most: by 31%, from 145 to 190 nm, in the two-dimensional calculation of the 1000 nm strip. In a wider strip the change is larger, because the slow tail caused by the substrate adds to the lost width. Ferroelastic domain walls, which can move to relieve stress, are outside this linear model, and their effect has not been estimated. The remaining values are in the numerical output.

## Table of computed values

```
film thickness h = 100 nm, strip width 2a = 1000 nm
film Y = 100 GPa, nu = 0.3, G = 38.46 GPa
interlayer t = 50 nm, G_i = 50 GPa, nu_i = 0.3
misfit strain = -0.50 %
plane-strain modulus M = 109.89 GPa
clamped stress sigma0 = -0.7143 GPa
film shear compliance h/(3G) = 0.8667 nm/GPa
interlayer compliance t/G_i = 1.0000 nm/GPa
total compliance 1/k = 1.8667 nm/GPa
same from layered column = 1.8667 nm/GPa
decay length lambda = 143.2 nm, a/lambda = 3.491
lambda without interlayer = 97.6 nm
largest chain-formula difference = 3.8e-07 sigma0
central stress = -0.6708 GPa
lost width per edge: formula 143.0, chain 143.0 nm
mean stress / sigma0 = 0.7141
edge distance for 90 % stress = 345.3 nm
wide-strip value lambda*ln(10) = 329.8 nm
least width reaching 90 % at centre = 857.4 nm
edge shear traction magnitude = 0.4978 GPa
interlayer shear strain at edge = 1.00 %
stress/sigma0: formula, 2D rigid base, 2D elastic substrate
  50 nm from edge: 0.294, 0.321, 0.301
  100 nm from edge: 0.501, 0.501, 0.447
  200 nm from edge: 0.749, 0.734, 0.635
  300 nm from edge: 0.869, 0.855, 0.739
  500 nm from edge: 0.939, 0.926, 0.802
2D lost width, rigid base = 145.4 nm
  relative to formula: +1.7 %
  shift on halving the mesh: +0.30 %
2D lost width, elastic substrate = 190.4 nm
substrate Y_s = 250 GPa, nu_s = 0.3, M_s = 274.7 GPa
softer interlayer, same a/lambda: 2D lost width against formula
  G_i = 5.0 GPa: lambda = 346 nm, difference -4.26 %
  G_i = 0.5 GPa: lambda = 1053 nm, difference -2.62 %
  G_i = 0.05 GPa: lambda = 3316 nm, difference -1.01 %
largest profile difference, softest = 0.0104 sigma0
strip 4000 nm wide, central stress deficit / sigma0:
  shear-lag formula = 1.7e-06
  2D elastic substrate = 0.0290
  two edge line forces = 0.0255
free d33 = 100 pm/V, d31 = -40 pm/V
d33 fully clamped = 65.71 pm/V
d33 at free edge (y clamped) = 88.00 pm/V
strip-mean d33: formula 72.09, 2D 72.19 pm/V
thermal mismatch 5e-06 per K over 100 K
  strain 0.050 %, 10 % of misfit magnitude
```
